# Longest defect run and breakdown field in a two-dimensional dielectric: verification in Python

```python
"""
Result under test: in an L x L square lattice of equal capacitors whose
field-direction bonds are shorted independently with probability p, the longest
unbroken shorted run R grows as 2 ln(L)/ln(1/p).  An isolated run of n bonds
enhances the voltage of the bond ahead of its tip by f(n) ~ kappa*sqrt(n), with
kappa^2 = pi*(sqrt(2)-1)/2, so its growth field E_b = E_c/f(R) falls as
1/sqrt(ln L).
Symbols: E_c = local breakdown field of an intact bond; mu = mean number of runs
of length >= n; T = voltage on one bond per unit current injected across another
bond in the same column; voltages are in units of the applied bond voltage.
"""
import numpy as np
from scipy.linalg import solve, toeplitz
from scipy.sparse import csr_matrix, diags
from scipy.sparse.linalg import spsolve

# ---------- statistics of the longest run ----------

def prob_longest_below(n, L, p):
    """Exact P(R < n): Markov chain for one column, then L independent columns."""
    step = np.zeros((n, n))
    step[0, :] = 1 - p
    for j in range(n - 1):
        step[j + 1, j] = p
    one_column = np.linalg.matrix_power(step, L)[:, 0].sum()
    return one_column ** L


def mean_runs(n, L, p):
    return L * p**n * (1 + (L - n) * (1 - p))


def median_run(L, p):
    n = 1
    while prob_longest_below(n + 1, L, p) < 0.5:
        n += 1
    return n


p = 0.1
sizes = [10**k for k in range(2, 7)]
medians = [median_run(L, p) for L in sizes]

# direct sampling of complete two-dimensional samples against the exact chain
rng = np.random.default_rng(12345)
samples, L_mc = 1500, 100
longest = np.zeros(samples, dtype=int)
for k in range(samples):
    shorted = rng.random((L_mc, L_mc)) < p
    alive = shorted.copy()
    length = 0
    while alive.any():
        length += 1
        alive = alive[:-1] & shorted[length:]
    longest[k] = length
sampled = {n: np.mean(longest < n) for n in (4, 5, 6)}
for n, value in sampled.items():
    # four standard errors of a frequency from 1500 samples are at most 0.052
    assert abs(value - prob_longest_below(n, L_mc, p)) < 0.052

# moment bounds and Poisson form against the exact distribution
for L, m in zip(sizes, medians):
    for n in (m, m + 1, m + 2):
        exact, mu = prob_longest_below(n, L, p), mean_runs(n, L, p)
        # slack covers rounding amplified by the power L
        assert 1 - exact <= mu + 1e-3
        assert exact <= 1 / mu + 1e-3
        assert abs(exact - np.exp(-mu)) < 2e-3

# logarithmic growth, also at a second defect density
for density in (0.1, 0.3):
    for L in sizes:
        centre = np.log(L**2 * (1 - density)) / np.log(1 / density)
        # a median of an integer variable can sit up to about one unit away
        assert abs(median_run(L, density) - centre) < 1.1

# ---------- tip voltage from the infinite-lattice equations ----------

def symbol(theta):
    s = 2 - 2 * np.cos(theta)
    return np.sqrt(s / (s + 4))


# the closed symbol against the transverse wave-number average
phi = 2 * np.pi * np.arange(400) / 400
for theta in (0.5, 1.0, 2.5):
    s = 2 - 2 * np.cos(theta)
    average = np.mean(s / (s + 2 - 2 * np.cos(phi)))
    assert abs(average - symbol(theta)) < 1e-10

n_long = 300
nodes, weights = np.polynomial.legendre.leggauss(1000)
angles = np.pi * (nodes + 1)
kernel = np.cos(np.outer(np.arange(n_long + 2), angles)) @ (
    weights * symbol(angles)) / 2


def run_solution(n):
    """Currents in n consecutive shorts and the voltage ahead of the tip."""
    current = solve(toeplitz(kernel[:n]), np.ones(n))
    return current, 1 - kernel[1:n + 1] @ current


def enhancement(n):
    return run_solution(n)[1]


kappa2 = np.pi * (np.sqrt(2) - 1) / 2
kappa = np.sqrt(kappa2)
current_long, f_long = run_solution(n_long)
slope = (f_long**2 - enhancement(n_long // 2)**2) / (n_long - n_long // 2)
assert abs(slope / kappa2 - 1) < 1e-3
# tip relations and central current; finite-length corrections are of order 1/n
tip_ratio = f_long / current_long[0]
current_ratio = current_long[1] / current_long[0]
centre_ratio = current_long[n_long // 2] / n_long
assert abs(tip_ratio / (np.sqrt(2) - 1) - 1) < 5e-3
assert abs(current_ratio / np.sqrt(2) - 1) < 5e-3
assert abs(centre_ratio - 1) < 5e-3
f_values = np.array([enhancement(n) for n in range(1, 61)])
assert np.all(np.diff(f_values) > 0)

# ---------- direct solution of a finite capacitor lattice ----------

def lattice_drops(shorted):
    """Bond voltages between plates, unit mean field, periodic sideways."""
    H, W = shorted.shape
    node = np.arange((H + 1) * W).reshape(H + 1, W)
    tail = np.concatenate([node[:-1].ravel(), node[1:-1].ravel()])
    head = np.concatenate([node[1:].ravel(),
                           np.roll(node[1:-1], -1, axis=1).ravel()])
    capacity = np.concatenate([np.where(shorted, 1e7, 1.0).ravel(),
                               np.ones((H - 1) * W)])
    bonds = np.arange(tail.size)
    difference = csr_matrix(
        (np.concatenate([-np.ones(tail.size), np.ones(tail.size)]),
         (np.concatenate([bonds, bonds]), np.concatenate([tail, head]))),
        shape=(tail.size, node.size))
    matrix = (difference.T @ diags(capacity) @ difference).tocsr()
    potential = np.zeros(node.size)
    potential[node[-1]] = H
    free = node[1:-1].ravel()
    rhs = -(matrix @ potential)[free]
    potential[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    drop = np.abs(difference @ potential)
    return drop[:H * W].reshape(H, W), drop[H * W:]


n_test, side = 6, 120
sample = np.zeros((side, side), dtype=bool)
first = (side - n_test) // 2
sample[first:first + n_test, side // 2] = True
vertical, horizontal = lattice_drops(sample)
f_direct = vertical[first - 1, side // 2]
# tolerance covers plates and periodic images at a finite distance
assert abs(f_direct / enhancement(n_test) - 1) < 5e-3
assert vertical.max() <= f_direct * (1 + 1e-4)
side_bond = horizontal.max()
assert side_bond < f_direct

# growth at fixed applied field: always short the most stressed bonds
side_small, n_start = 30, 4
sample = np.zeros((side_small, side_small), dtype=bool)
column = side_small // 2
first = (side_small - n_start) // 2
sample[first:first + n_start, column] = True
peaks = []
while not sample[:, column].all():
    vertical, horizontal = lattice_drops(sample)
    peak = vertical.max()
    assert peak > horizontal.max()
    if peaks:
        assert peak > peaks[-1]
    peaks.append(peak)
    breaking = vertical > peak * (1 - 1e-4)
    assert np.all(np.nonzero(breaking)[1] == column)
    sample |= breaking

# ---------- two collinear needles with one intact bond between ----------
half = 20
position = np.array([x for x in range(2 * half + 1) if x != half])
pair_current = solve(kernel[np.abs(position[:, None] - position[None, :])],
                     np.ones(2 * half))
gap_voltage = 1 - kernel[np.abs(position - half)] @ pair_current
f_same_count, f_joined = enhancement(2 * half), enhancement(2 * half + 1)
assert gap_voltage > f_joined > f_same_count

# ---------- worked example ----------
E_c = 10.0
f_median = np.array([enhancement(m) for m in medians])
fields = E_c / f_median
leading = E_c * np.sqrt(np.log(1 / p) / (2 * kappa2 * np.log(sizes)))
assert np.all(np.diff(fields) < 0)
measured_slope = ((E_c / fields[-1])**2 - (E_c / fields[0])**2) / np.log(
    sizes[-1] / sizes[0])
predicted_slope = 2 * kappa2 / np.log(1 / p)
assert abs(measured_slope / predicted_slope - 1) < 0.01

print(f"defect probability p = {p:.2f} (dimensionless)")
print(f"local breakdown field E_c = {E_c:.1f} MV/cm")
print(f"run growth 2/ln(1/p) = {2/np.log(1/p):.4f} bonds per unit ln L")
print(f"kappa^2 = {kappa2:.5f}, kappa = {kappa:.5f} (dimensionless)")
print(f"slope of f^2 from lattice equations = {slope:.5f} per bond")
print("L (bonds) | median R (bonds) | f(R) | E_b (MV/cm) | leading law (MV/cm)")
for L, m, f, e, a in zip(sizes, medians, f_median, fields, leading):
    print(f"{L:8d} | {m:3d} | {f:.4f} | {e:.3f} | {a:.3f}")
print(f"slope of (E_c/E_b)^2 in ln L: table {measured_slope:.4f}, "
      f"law {predicted_slope:.4f} (dimensionless)")
print("Run statistics at L = 1000 bonds: n | mu | exact P(R<n) | exp(-mu)")
for n in (6, 7, 8):
    mu = mean_runs(n, 1000, p)
    print(f"{n} | {mu:.4f} | {prob_longest_below(n, 1000, p):.4f} | "
          f"{np.exp(-mu):.4f}")
print(f"Sampling at L = {L_mc} bonds, {samples} samples: n | sampled | exact")
for n, value in sampled.items():
    print(f"{n} | {value:.4f} | {prob_longest_below(n, L_mc, p):.4f}")
print("Tip enhancement: n (bonds) | f(n) | f(n)/(kappa sqrt n)")
for n in (1, 2, 4, 12, 60, 300):
    f = enhancement(n)
    print(f"{n} | {f:.4f} | {f/(kappa*np.sqrt(n)):.4f}")
print(f"n = {n_long}: tip voltage/end current = {tip_ratio:.5f}, "
      f"limit {np.sqrt(2)-1:.5f}")
print(f"n = {n_long}: second/first current = {current_ratio:.5f}, "
      f"limit {np.sqrt(2):.5f}")
print(f"n = {n_long}: central current/n = {centre_ratio:.5f}, limit 1")
print(f"finite lattice {side} x {side}, n = {n_test}: f = {f_direct:.4f}, "
      f"infinite lattice {enhancement(n_test):.4f}")
print(f"largest transverse bond voltage there = {side_bond:.4f} (applied = 1)")
print(f"growth in {side_small} x {side_small} lattice from n = {n_start}: "
      f"{len(peaks)} stages to bridging")
print(f"peak voltage, first and last stage = {peaks[0]:.4f}, {peaks[-1]:.4f}")
print(f"pair of {half}-bond needles: gap voltage = {gap_voltage:.4f}")
print(f"single needle of {2*half} bonds: f = {f_same_count:.4f}")
print(f"joined needle of {2*half+1} bonds: f = {f_joined:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
defect probability p = 0.10 (dimensionless)
local breakdown field E_c = 10.0 MV/cm
run growth 2/ln(1/p) = 0.8686 bonds per unit ln L
kappa^2 = 0.65065, kappa = 0.80663 (dimensionless)
slope of f^2 from lattice equations = 0.65064 per bond
L (bonds) | median R (bonds) | f(R) | E_b (MV/cm) | leading law (MV/cm)
     100 |   4 | 1.8859 | 5.303 | 6.199
    1000 |   6 | 2.2036 | 4.538 | 5.061
   10000 |   8 | 2.4811 | 4.030 | 4.383
  100000 |  10 | 2.7307 | 3.662 | 3.920
 1000000 |  12 | 2.9593 | 3.379 | 3.579
slope of (E_c/E_b)^2 in ln L: table 0.5647, law 0.5651 (dimensionless)
Run statistics at L = 1000 bonds: n | mu | exact P(R<n) | exp(-mu)
6 | 0.8956 | 0.4084 | 0.4084
7 | 0.0895 | 0.9144 | 0.9144
8 | 0.0089 | 0.9911 | 0.9911
Sampling at L = 100 bonds, 1500 samples: n | sampled | exact
4 | 0.4073 | 0.4171
5 | 0.9233 | 0.9171
6 | 0.9900 | 0.9915
Tip enhancement: n (bonds) | f(n) | f(n)/(kappa sqrt n)
1 | 1.2732 | 1.5785
2 | 1.5039 | 1.3183
4 | 1.8859 | 1.1690
12 | 2.9593 | 1.0591
60 | 6.3235 | 1.0121
300 | 14.0051 | 1.0024
n = 300: tip voltage/end current = 0.41525, limit 0.41421
n = 300: second/first current = 1.41171, limit 1.41421
n = 300: central current/n = 1.00236, limit 1
finite lattice 120 x 120, n = 6: f = 2.2063, infinite lattice 2.2036
largest transverse bond voltage there = 1.2778 (applied = 1)
growth in 30 x 30 lattice from n = 4: 13 stages to bridging
peak voltage, first and last stage = 1.9044, 14.9999
pair of 20-bond needles: gap voltage = 10.6839
single needle of 40 bonds: f = 5.1937
joined needle of 41 bonds: f = 5.2560
ALL CHECKS PASSED
```
